\section*{Correlation in the binding of Cu+ to one water molecule}

\section*{Problem}

A copper ion that drifts through a moist low-$k$ dielectric can be held at a water molecule. The simplest model of this trap is electrostatic: a charge $+e$ attracts the water dipole and polarizes the molecule. The task is to find how much of the binding comes from electron correlation, and how much of that part an electrostatic model can reproduce.

Take one $\mathrm{Cu}^+$ ion (closed shell, $3d^{10}$) and one rigid water molecule in vacuum. Oxygen is at the origin, the hydrogens are at negative $z$, and the ion is on the twofold axis at $z=+R$. The chosen geometry is $R=1.95$ Å, O--H distance 0.96 Å and H--O--H angle $104.5^\circ$. Hartree atomic units are used in the derivations and eV for the energies. A negative interaction energy means binding.

\begin{enumerate}
\item Define an interaction energy free of the imbalance between the basis sets of complex and fragments, and evaluate it with Hartree--Fock (HF) and CCSD(T).
\item Split the HF value into electrostatics, exchange repulsion and relaxation. Is HF an electrostatic picture?
\item Find the correlation contribution, and the part of it that remains when the ion is replaced by a bare charge.
\item What does the missing part do to an escape rate at 400 K, and how firm is the number?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item In the complex, each fragment can use the basis functions of its partner. Give it the same functions when it is alone.
\item Let the two unperturbed charge clouds interact first. Then antisymmetrize the product of the two wavefunctions without changing the occupied orbitals. Then let the orbitals relax.
\item A bare charge adds a one-electron potential to the water Hamiltonian. Water in that potential can be treated with HF and with CCSD(T).
\item Correlation also changes the dipole and the polarizability of water, so part of it is electrostatic in its effect.
\end{enumerate}

\section*{Solution}

\subsection*{1. The counterpoise-corrected energy}

Let $A$ be the ion, $B$ the water molecule, and let a superscript name the basis. The uncorrected difference is $E_{AB}^{AB}-E_A^{A}-E_B^{B}$. HF minimizes the energy over all determinants that a basis can form. The basis $AB$ contains the basis $A$, so the minimum cannot rise when $A$ is replaced by $AB$:
\begin{equation}
E_A^{AB}\le E_A^{A},\qquad E_B^{AB}\le E_B^{B}\qquad\text{(HF)}.
\end{equation}
The complex profits from this gain and the separate fragments do not, which makes the uncorrected binding too strong within the given basis. The counterpoise definition gives all three systems the same functions,
\begin{equation}
E_{\rm int}=E_{AB}^{AB}-E_A^{AB}-E_B^{AB}.
\label{eq:cp}
\end{equation}
CCSD(T) is not variational, so the inequality is not guaranteed for its correlation energy, but definition \eqref{eq:cp} applies unchanged.

The basis is def2-TZVP on Cu, aug-cc-pVDZ on O and cc-pVDZ on H, 78 functions in all. The orbitals Cu $1s$ to $3p$ and O $1s$ are not correlated. Solving the HF and coupled-cluster equations for the three systems gives
\begin{align}
E_{\rm int}^{\rm HF}&=-1.250\ \text{eV}\quad(-120.6\ \text{kJ/mol}),\\
E_{\rm int}^{\rm CCSD(T)}&=-1.474\ \text{eV}\quad(-142.2\ \text{kJ/mol}).
\end{align}
The fragment energies in their own bases show what the correction removes: 0.024 eV at HF level and a further 0.076 eV in the correlation energy. The second figure is a third of the correlation effect sought here, so the choice of definition matters. The correction removes the imbalance but not the incompleteness of the basis, and it need not move the result toward the basis-set limit: the correlation part at second order of perturbation theory is $-0.27$ eV with and $-0.34$ eV without the correction in this basis, against $-0.37$ and $-0.40$ eV in the basis of 179 functions described in Section 5.

\subsection*{2. What Hartree--Fock contains}

Let $D_A$ and $D_B$ be the density matrices of the separate fragments, with the factor two for double occupation included. Let $V_A$ and $V_B$ be the matrices of attraction to the nuclei of each fragment, and $J[D]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)D_{\lambda\sigma}$ the Coulomb matrix. The classical interaction of the two frozen charge distributions has four terms: electrons of $A$ with nuclei of $B$, the reverse, electrons with electrons, and nuclei with nuclei,
\begin{equation}
E_{\rm elst}={\rm Tr}\,D_AV_B+{\rm Tr}\,D_BV_A+{\rm Tr}\,D_AJ[D_B]+\sum_{a\in A,\,b\in B}\frac{Z_aZ_b}{R_{ab}} .
\end{equation}
The electron repulsion carries no factor $\tfrac12$, because each pair with one electron in $A$ and one in $B$ is counted once.

The product of the two fragment wavefunctions is not antisymmetric. Collect the occupied orbitals of both fragments as columns of $C$. With the overlap matrix $S$ of the basis functions, $M=C^{T}SC$ is not the unit matrix, since orbitals of $A$ and $B$ overlap. The combinations $C'=CM^{-1/2}$ are orthonormal:
\begin{equation}
C'^{T}SC'=M^{-1/2}\,(C^{T}SC)\,M^{-1/2}=M^{-1/2}MM^{-1/2}=1 .
\end{equation}
Mixing occupied orbitals among themselves multiplies a determinant by a constant, so $C'$ describes the antisymmetrized product of the unperturbed fragments. Its density matrix is
\begin{equation}
D_0=2C'C'^{T}=2C\,M^{-1}C^{T}=2C\,(C^{T}SC)^{-1}C^{T}.
\end{equation}
Let $E[D_0]$ be the HF energy expression of the complex for this density. The exchange repulsion and the relaxation energy are then
\begin{align}
E_{\rm exch}&=E[D_0]-E_A^{AB}-E_B^{AB}-E_{\rm elst},\\
E_{\rm relax}&=E_{AB}^{AB}-E[D_0]\le 0 .
\end{align}
The last sign follows because $D_0$ belongs to one of the determinants over which HF minimizes. Adding the three parts cancels $E[D_0]$ and returns \eqref{eq:cp}. The numbers are
\begin{equation}
E_{\rm int}^{\rm HF}=-2.313+1.812-0.748=-1.249\ \text{eV},
\end{equation}
which agrees with the value above to rounding.

HF is therefore not an electrostatic picture. Its exchange repulsion is larger than the net binding, and its relaxation term holds some charge transfer, roughly $-0.1$ eV when defined by confining the orbitals of each fragment to its own basis, besides the larger polarization of both fragments. The difference between CCSD(T) and HF measures correlation; it does not measure everything that an electrostatic model lacks.

\subsection*{3. The electrostatic model}

Expand the energy of water in a uniform field $F$ along $z$:
\begin{equation}
E(F)=E(0)-\mu F-\tfrac12\alpha F^2+\dots
\end{equation}
Subtracting and adding the energies at $\pm F$ isolates the odd and the even term,
\begin{equation}
\mu=-\frac{E(F)-E(-F)}{2F},\qquad
\alpha=-\frac{E(F)+E(-F)-2E(0)}{F^2}.
\label{eq:ff}
\end{equation}
With $F=0.003$ atomic units, HF gives $\mu=-0.811\,e\,$bohr and $\alpha=7.21$ bohr$^3$. The dipole is negative because the positive hydrogens lie at negative $z$. Both values belong to this double-zeta basis, which has no diffuse functions on hydrogen; they are not basis-set limits. A charge $+1$ at $z=R$ produces the field $F=-1/R^2$ at the origin, so that
\begin{equation}
E_{\rm model}=\frac{\mu}{R^2}-\frac{\alpha}{2R^4}.
\label{eq:model}
\end{equation}
Here $R=1.95$ Å $=3.685$ bohr, $R^2=13.58$ and $R^4=184.4$. The two terms are $-0.811/13.58=-0.0597$ hartree, or $-1.63$ eV, and $-7.21/368.8=-0.0195$ hartree, or $-0.53$ eV. The sum, $-2.16$ eV, is far below both quantum results.

The expansion in $1/R$ is doubtful at a distance comparable with the size of the molecule. It can be avoided by placing the charge in the Hamiltonian of water: each electron gains the potential $-1/|\mathbf r-\mathbf R|$, and each nucleus $Z_b$ at $\mathbf R_b$ the energy $Z_b/|\mathbf R_b-\mathbf R|$. An HF calculation for water in its own basis then gives $-1.363$ eV with the density frozen and $-1.891$ eV after relaxation. This Hamiltonian is that of a proton beside water. It serves as an electrostatic model only because no basis functions are placed on the charge; in a complete basis electrons could move onto it, and the relaxed energy would include charge transfer. The bare-charge results are defined by this restriction.

The frozen values for bare charge and real ion, $-1.363$ and $-2.313$ eV, differ by 0.95 eV. A spherical ion acts as a point charge on whatever lies outside its cloud. The extra attraction thus measures charge penetration, apart from a small effect of the different bases used for water: with the water density of the dimer basis in both cases the difference is 0.98 eV. At this distance the clouds overlap: the largest overlap between occupied orbitals of the two fragments is 0.14. The exchange repulsion also needs overlap and vanishes when the fragments are far apart.

\subsection*{4. The correlation contribution}

At the fixed geometry,
\begin{equation}
\delta=E_{\rm int}^{\rm CCSD(T)}-E_{\rm int}^{\rm HF}=-1.4739+1.2496=-0.224\ \text{eV}\quad(-21.6\ \text{kJ/mol}),
\end{equation}
which is 15\% of the CCSD(T) interaction energy. Single and double excitations supply $-0.193$ eV and the triples correction $-0.032$ eV. Second-order perturbation theory (MP2) in the same basis gives $-0.266$ eV, an overshoot of 19\% relative to $\delta$.

Now let the bare charge replace the ion. The CCSD(T) correlation energy of water changes, when the charge is brought up, by
\begin{equation}
\delta_{\rm pc}=+0.059\ \text{eV}.
\end{equation}
The sign is opposite to that of $\delta$. To see why, apply \eqref{eq:ff} to the correlation energy alone. It gives the shifts $\Delta\mu=+0.0381\,e\,$bohr and $\Delta\alpha=+0.526$ bohr$^3$ (the second difference needs tightly converged energies, since it is divided by $F^2=9\times10^{-6}$): correlation makes the negative dipole smaller in magnitude and the molecule more polarizable. By \eqref{eq:model},
\begin{equation}
\frac{\Delta\mu}{R^2}-\frac{\Delta\alpha}{2R^4}
=\frac{0.0381}{13.58}-\frac{0.526}{368.8}
=0.00281-0.00143=0.0014\ \text{hartree},
\end{equation}
or $+0.038$ eV. The weaker dipole outweighs the larger polarizability. This estimate has the right sign and a little under two thirds of the size of $\delta_{\rm pc}$; the rest lies beyond these two terms of the expansion.

The part of correlation that requires the electrons of the ion is
\begin{equation}
\delta-\delta_{\rm pc}=-0.2243-0.0589=-0.283\ \text{eV}.
\end{equation}
It should not be called dispersion alone. It also includes the change of correlation inside the ion, the effect of correlation on charge transfer and on the overlapping clouds, and the difference of basis between the two calculations, whose size was not determined.

An electrostatic model with correlated water gives $-1.891+0.059=-1.832$ eV. Its distance from the CCSD(T) result can be written as two differences,
\begin{equation}
-1.474-(-1.832)=\underbrace{(-1.250+1.891)}_{+0.641}+\underbrace{(-0.283)}_{\delta-\delta_{\rm pc}}=+0.358\ \text{eV}.
\end{equation}
The first bracket is what the model lacks at HF level: exchange repulsion, penetration, the polarization of the ion itself (roughly $-0.14$ eV, no smaller than charge transfer) and charge transfer, with a net repulsive effect. The second is the missing correlation, which is attractive. The model overbinds although it misses an attraction, because it misses a larger repulsion. Adding the correlation term alone would move it further from the CCSD(T) value, to $-2.12$ eV.

\subsection*{5. Escape rate and reliability}

Let the escape rate be $\nu\exp(-E_t/k_BT)$, with $E_t=-E_{\rm int}$ and the same prefactor $\nu$ for both methods. The ratio of the HF rate to the CCSD(T) rate is then
\begin{equation}
e^{|\delta|/k_BT}=e^{0.2243/0.03447}=e^{6.51}\approx 7\times10^{2}
\end{equation}
at 400 K. At this fixed geometry and in this basis, leaving out correlation makes the trap release copper several hundred times too fast; the factor changes with the basis (below) and with the geometry (Variation 1).

The exponential makes this factor sensitive to modest errors in energy. The changes below were each computed at the fixed geometry with counterpoise correction. The added functions are one $f$ and one $g$ set on Cu and one $f$ set on O. Relativity was estimated with the scalar X2C Hamiltonian in the same contracted basis.

\begin{center}
\begin{tabular}{lr}
Change & Shift of $E_{\rm int}$ (eV)\\
\hline
Added functions, HF & $-0.013$\\
Added functions, MP2 correlation & $-0.076$\\
Correlating Cu $3s3p$, MP2 & $-0.012$\\
Scalar relativity, HF & $-0.055$\\
Scalar relativity, MP2 correlation & $-0.029$
\end{tabular}
\end{center}

All five strengthen the binding. Added up, with the MP2 shifts taken over unchanged for CCSD(T), they move the interaction energy from $-1.47$ to about $-1.66$ eV. The second line matters most for the question asked: it is a third of $\delta$, and if it carried over in full to CCSD(T) it would bring $\delta$ to about $-0.30$ eV and the rate ratio to about $6\times10^{3}$. The basis is thus not converged for correlation, and this enlargement does not exhaust the shift. Take a basis of 179 functions: def2-TZVP uncontracted on Cu with two more $f$ sets and one $g$ set, aug-cc-pVTZ on O, and the $s,p$ part of cc-pVTZ on H. There the basis alone shifts the MP2 correlation part by $-0.10$ eV. With relativity and Cu $3s3p$ correlation included in the same calculation, the MP2 correlation part shifts by $-0.15$ eV and the MP2 total by $-0.24$ eV. Carried over in full to CCSD(T), this would give $\delta\approx-0.37$ eV and $E_{\rm int}\approx-1.71$ eV. The transfer is not established and probably overstates the shift: removing the $f$ set of Cu from the 78-function basis changes the MP2 correlation part by $+0.048$ eV but the CCSD part by only $+0.025$ eV (triples not included). The MP2 shifts show the direction and the order of magnitude of the basis error in $\delta$, not its value. The sign of $\delta$ and its size of a few tenths of an eV are supported; the digits of the quoted value, the first decimal included, depend on the basis and on the neglected effects. The $3s3p$ entry is rough, since the basis has no tight functions made for those shells; in the larger basis it is $-0.020$ eV. Zero-point motion and the deformation of water are left out.

CCSD(T) itself can be compared with full configuration interaction for water alone in a small space: the 6-31G basis with the O $1s$ orbital and the two highest virtual orbitals frozen. The CCSD(T) correlation energy lies above the full result by 5.5 meV without the bare charge and by 4.5 meV with it. The error in the change is 1 meV in this small space; $\delta_{\rm pc}$, obtained in the larger basis, is 59 meV. This says nothing about the $3d$ shell of copper. Nor does it test the basis: the convergence of $\delta_{\rm pc}$, $\Delta\mu$ and $\Delta\alpha$ was not examined, and since $\delta_{\rm pc}$ is a balance of opposing terms, its value and that of $\delta-\delta_{\rm pc}$ hold for this basis only.

\subsection*{6. The trap in a real film}

An organosilicate low-$k$ film can have a relative permittivity of roughly 2.5 to 3, and 400 K is a plausible temperature for interconnects under load. The assumption that such a film breaks most clearly is the vacuum around the complex. A free ion is already stabilized by the polarized dielectric, and part of this is lost when water occupies the space next to it. For charge $e$ in a cavity of radius $a$, the field energy outside the cavity is $e^2/(8\pi\varepsilon_0\kappa a)$. Relative to vacuum, the dielectric therefore lowers the energy by $(1-1/\kappa)\,e^2/(8\pi\varepsilon_0 a)$. If binding enlarges the cavity from $a_1$ to $a_2$, the loss is
\begin{equation}
\Delta E_{\rm B}=\Bigl(1-\frac1\kappa\Bigr)\frac{e^2}{8\pi\varepsilon_0}\Bigl(\frac1{a_1}-\frac1{a_2}\Bigr).
\end{equation}
With $\kappa=3$ and assumed radii of 2.0 and 2.8 Å this is $0.667\times7.20\times0.143=0.69$ eV. The depth falls from 1.47 to about 0.79 eV, of which $|\delta|$ is now 28\% instead of 15\%. The radii are assumptions, the charge is placed at the centre of a spherical cavity in both states although the ion sits off centre in the complex, only the charge term is counted, and $\delta$ is taken as unchanged by the dielectric. The reaction-field energy of the water dipole, of order 0.1 eV for a cavity radius near 2 Å, is left out. The estimate shows the scale of the effect and does not predict a trap depth. A field of 1 MV/cm does work of 0.02 eV on the ion over the Cu--O distance, which is small beside $|\delta|$; over a longer escape path the work grows in proportion. In a film the ion can also bind to several water molecules or to oxygen atoms of the network. The depth that then matters is a difference between sites, and the correlation contribution to that difference is not given by $\delta$.

\section*{Variation 1: a longer bond}

\textit{Stretch the Cu--O distance to 2.05 Å. Which method favours the longer bond, and what becomes of the correlation contribution?}

The HF interaction energy changes by $-0.050$ eV, to $-1.300$ eV. The MP2 total changes by $+0.013$ eV. Of the two distances, HF prefers the longer and MP2 the shorter. The MP2 correlation part is the difference of the two totals, so it changes by $0.013+0.050=+0.064$ eV (from unrounded values), from $-0.266$ to $-0.203$ eV. It loses about a quarter of its size in 0.10 Å, and this steep dependence is what makes MP2 favour the shorter bond. The margin is only 0.013 eV, MP2 overshoots $\delta$, and CCSD(T) was not evaluated at 2.05 Å, so the distance that CCSD(T) prefers is left open.

The choice of geometry therefore enters the answer. If HF is taken at 2.05 Å and CCSD(T) at 1.95 Å, the difference is $-1.474+1.300=-0.174$ eV instead of $-0.224$ eV, and the rate ratio at 400 K falls to $e^{5.0}\approx150$. Neither minimum was located, so this shows the sensitivity and is not the difference between two equilibrium binding energies.

\section*{Variation 2: a distant ion}

\textit{Move the ion to $R=30$ bohr. Does correlation still strengthen the attraction?}

The clouds no longer overlap, and \eqref{eq:model} should hold up to higher multipoles. Its dipole term is $-0.811/900$ hartree $=-24.5$ meV, and the computed $E_{\rm elst}$ of the dimer is $-24.3$ meV. Its polarization term is $-7.21/(2\times30^4)$ hartree $=-0.121$ meV, and the computed relaxation energy is $-0.119$ meV. Relaxation is now polarization of water: the leading term reproduces it to within 2\%, and the remainder comes from higher terms of the expansion.

For correlation, MP2 applied to water in the field gives $\Delta\mu=+0.0298\,e\,$bohr, and so a contribution of $0.0298/900$ hartree $=+0.90$ meV. The counterpoise-corrected MP2 calculation of the dimer gives $+0.89$ meV. Correlation weakens the attraction here, because it reduces the dipole of water, while dispersion falls as $R^{-6}$ and is negligible. At 1.95 Å the MP2 correlation part is $-0.266$ eV. It must therefore change sign between the two distances, and a correction fitted to the long-range behaviour would have the wrong sign at the trap.
